# Why a filled negative-U defect shows one emission peak of doubled charge

**Q.** I fill a defect in n-type silicon with a voltage pulse, return to reverse bias, and record the capacitance transient. The defect can take two electrons, and I see a single peak. What has to be specified before we can discuss its height?

**A.** The charge states and the order of their binding energies. Let D\(^+\), D\(^0\) and D\(^-\) hold zero, one and two captured electrons. Measured to the conduction band edge, releasing an electron from D\(^-\) costs \(B_1\), and releasing the remaining one from D\(^0\) costs \(B_2\). The label 1 or 2 thus gives the order of release, not of capture.

The effective interaction is the difference between the two level positions, \(U=(E_c-B_1)-(E_c-B_2)=B_2-B_1\). Negative \(U\) means \(B_1>B_2\): the pair is held so that its first electron is the harder one to remove. Relaxation of the surrounding atoms can outweigh the electrons' repulsion and produce this order; here I take it as given.

For numbers, take \(B_1=0.40\) eV and \(B_2=0.15\) eV, so \(U=-0.25\) eV. The net doping is \(N_d=10^{15}\) cm\(^{-3}\) and the defect density \(N_T=10^{13}\) cm\(^{-3}\).

**Q.** Does the pulse really leave two electrons on each defect, rather than a mixture with D\(^0\)?

**A.** In equilibrium, yes, if the Fermi level is high enough. Let it lie a depth \(d\) below the band edge. D\(^0\) has two spin states, while D\(^+\) and D\(^-\) have one each. Relative to D\(^+\), the statistical weights are

\[
w_+=1,\qquad w_0=2e^{(B_2-d)/k_BT},\qquad w_-=e^{(B_1+B_2-2d)/k_BT}.
\]

D\(^-\) and D\(^+\) are equally likely when \(d=(B_1+B_2)/2=0.275\) eV. At that depth \(w_0=2e^{-|U|/2k_BT}\), so D\(^0\) is rare even at the crossover: its fraction is 0.0013 at 218 K. With a shallower Fermi level, D\(^-\) dominates.

The pulse must also last long enough for both captures. In the example a 10 ms pulse at 218 K, starting from D\(^+\), leaves 99.99% of the defects as D\(^-\).

**Q.** How do the binding energies become release rates?

**A.** Through detailed balance. Let \(c_+\) and \(c_0\) be the capture coefficients of D\(^+\) and D\(^0\). For Boltzmann electrons the free density is \(n_f=N_ce^{-d/k_BT}\), where \(N_c\) is the effective band density of states. In equilibrium each release balances its own capture:

\[
e_1w_-=c_0n_fw_0,\qquad e_2w_0=c_+n_fw_+ .
\]

Insert the weights. In the first equation the factors containing \(d\) are \(e^{-d/k_BT}e^{-d/k_BT}e^{2d/k_BT}=1\), and \(B_2\) cancels between \(w_0\) and \(w_-\). In the second, \(d\) cancels between \(n_f\) and \(w_0\). Hence

\[
e_1=2c_0N_ce^{-B_1/k_BT},\qquad
e_2=\tfrac12c_+N_ce^{-B_2/k_BT}.
\]

The factors 2 and 1/2 come from the spin of D\(^0\). Dividing,

\[
\frac{e_2}{e_1}=\frac{c_+}{4c_0}\,e^{-U/k_BT}.
\]

Negative \(U\) therefore favours a fast second release, but the capture coefficients also enter. I take \(c_0=\sigma_0v\,e^{-b_0/k_BT}\), with mean thermal speed \(v\), \(\sigma_0=10^{-15}\) cm\(^2\) and a capture barrier \(b_0=0.05\) eV. For D\(^+\) I take \(\sigma_+=10^{-14}\) cm\(^2\) and no barrier.

At 218.26 K, \(k_BT=0.0188\) eV. The ratio is then \((10e^{0.05/0.0188}/4)\,e^{0.25/0.0188}\approx2.1\times10^7\).

**Q.** Two releases still mean two rates. What does the charge transient look like?

**A.** Let \(p_2\) and \(p_1\) be the probabilities of D\(^-\) and D\(^0\). In the depleted region, neglecting recapture and holes,

\[
\dot p_2=-e_1p_2,\qquad \dot p_1=e_1p_2-e_2p_1,\qquad p_2(0)=1,\quad p_1(0)=0.
\]

The first equation gives \(p_2=e^{-e_1t}\). Multiply the second by \(e^{e_2t}\), so that its terms in \(p_1\) form one derivative:

\[
\frac{d}{dt}\left(p_1e^{e_2t}\right)=e_1e^{(e_2-e_1)t}.
\]

Integrating from zero and dividing by \(e^{e_2t}\),

\[
p_1=\frac{e_1}{e_2-e_1}\left(e^{-e_1t}-e^{-e_2t}\right).
\]

The number of electrons still held is \(n=2p_2+p_1\). Over a common denominator, the coefficient of \(e^{-e_1t}\) is \([2(e_2-e_1)+e_1]/(e_2-e_1)\), and therefore

\[
n(t)=\frac{(2e_2-e_1)e^{-e_1t}-e_1e^{-e_2t}}{e_2-e_1}.
\]

For \(e_2\gg e_1\), the first coefficient tends to 2 and the second to 0:

\[
n(t)\simeq2e^{-e_1t}.
\]

The first coefficient exceeds 2 by \(e_1/(e_2-e_1)\), which is \(5\times10^{-8}\) in the example.

**Q.** So do the two electrons leave together?

**A.** In this model they leave one after the other, but the delay is far below the time resolution of the measurement. At the peak temperature the mean wait for the first electron is \(1/e_1=39\) ms. The second follows after a mean of \(1/e_2=1.85\) ns.

The slow event decides when a defect starts to discharge. Once it has happened, the defect loses its other electron almost at once. The transient therefore counts two charges for each slow event, and its time constant is that of the slow event alone.

**Q.** My instrument scans temperature and subtracts the signals at two times. Where is the peak, and how high is it?

**A.** Take \(t_1=10\) ms and \(t_2=100\) ms. In the fast-second-release limit the instrument reads

\[
S=n(t_1)-n(t_2)=2\left(e^{-e_1t_1}-e^{-e_1t_2}\right).
\]

Temperature acts through \(e_1\), so the maximum is at \(dS/de_1=0\), or \(t_1e^{-e_1t_1}=t_2e^{-e_1t_2}\). Taking logarithms,

\[
e_1=\frac{\ln(t_2/t_1)}{t_2-t_1}=\frac{\ln10}{0.090\ \text{s}}=25.6\ \text{s}^{-1}.
\]

This rate is reached at 218.3 K. With \(R=t_2/t_1\), the condition gives \(e_1t_1=\ln R/(R-1)\), so a one-electron peak has height

\[
R^{-1/(R-1)}-R^{-R/(R-1)}=0.697\quad\text{for }R=10.
\]

The negative-U peak has height 1.394 electrons per defect, twice as much. A temperature scan computed from the full rate equations, without assuming \(e_2\gg e_1\), has one peak, at the same temperature and height to the digits given here.

**Q.** How can I see that the first release sets the rate, and what energy does an Arrhenius plot give?

**A.** Change one cross-section at a time in the model, keeping everything else fixed. Reducing \(\sigma_+\) tenfold slows the second release tenfold and leaves the peak at 218.3 K. Reducing \(\sigma_0\) tenfold slows the first release and moves the peak to 239.5 K.

For the Arrhenius energy, note that \(v\propto T^{1/2}\) and \(N_c\propto T^{3/2}\), so

\[
\ln(e_1/T^2)=\text{constant}-\frac{B_1+b_0}{k_BT}.
\]

The slope gives \(0.40+0.05=0.45\) eV. Peaks simulated with \(t_1=1\), 10 and 100 ms, each with \(t_2=10t_1\), return 0.450 eV. This is neither \(B_2\) nor the mean depth 0.275 eV at which the equilibrium charge changes. To obtain \(B_1\) itself, you must know the capture barrier.

**Q.** What would a defect with ordinary repulsion do?

**A.** Its second release is normally the slow one. For \(e_2\ll e_1\), both coefficients in \(n(t)\) tend to 1:

\[
n(t)\simeq e^{-e_1t}+e^{-e_2t}.
\]

Each release needs its own temperature to match the window. If I exchange the bindings, so that \(B_1=0.15\) eV and \(B_2=0.40\) eV, and leave the capture parameters unchanged, the model gives peaks at 103.5 and 189.0 K. Each carries one electron.

**Q.** Does negative \(U\) then guarantee one peak?

**A.** No. \(U\) fixes the difference of binding energies, whereas the transient depends on rates. Keep \(B_1=0.40\) eV and \(B_2=0.15\) eV, but let D\(^+\) have a capture barrier of 0.45 eV. By detailed balance, the same barrier must be crossed in the reverse process. The second release then has activation energy \(0.15+0.45=0.60\) eV, above the 0.45 eV of the first.

If such a defect is prepared as D\(^-\), it gives peaks at 218.3 and 275.2 K. Each has the height of one electron to within half a percent, although \(U\) is still \(-0.25\) eV. What produced the single doubled peak in the first example was \(e_2\gg e_1\) at the temperature of the peak, not the sign of \(U\) by itself.

**Q.** Can I argue the other way, and infer negative \(U\) from a single peak of doubled charge?

**A.** Not from that peak alone. Suppose two equal electrons leave independently, each at rate \(g\). With both present, either can go first, so \(e_1=2g\); afterwards \(e_2=g\). The coefficient \(2e_2-e_1\) vanishes, and the other is \(-2g/(g-2g)=2\). Thus

\[
n(t)=2e^{-gt}.
\]

This is also one exponential of height two, but its rate is \(e_1/2\), not the total rate of first release. You need evidence about the one-electron state.

**Q.** How do I expose that state if D\(^0\) empties in nanoseconds?

**A.** Cool the sample until \(e_2\) matches the window, which happens at 76.5 K in the example. First prepare the defects as D\(^+\), by emptying them warm under reverse bias and cooling under that bias. Then apply one short pulse.

D\(^+\) captures quickly, while D\(^0\) captures slowly, mainly because of its barrier. A 1 µs pulse leaves 99.6% D\(^0\) and 0.4% D\(^-\), and the cold peak carries 0.996 electrons per defect. This calculation includes incomplete ionization of uncompensated dopants, which leaves free electrons at 73% of the doping. Compensating acceptors, present in n-type material that contains boron, lower this: \(10^{15}\) cm\(^{-3}\) of them at the same net doping leave 56%, and the captures slow in proportion.

A 10 ms pulse instead completes the second capture. D\(^-\) cannot emit in the cold on the scale of the window, so the cold peak almost disappears. In a diode a few percent of the short-pulse signal can remain, because near the depletion edge the electrons are dense enough for the first capture but too sparse for the second. The doubled warm peak and a cold one-electron peak that nearly vanishes on longer filling together show that D\(^0\) releases its electron faster than D\(^-\). This is an order of rates, not yet of binding energies. By the ratio derived earlier, \(U\) is negative only if \(e_2/e_1\) exceeds \(c_+/4c_0\) at the same temperature, so the capture coefficients must be measured too. In the example these two numbers are \(2.1\times10^7\) and 36 at 218 K. For the independent electrons above, partial filling would leave the rate at \(g\).

**Q.** My spectrometer averages many pulses. Is that harmless?

**A.** Not in the cold measurement. Each pulse of length \(t_p\) turns a fraction of about \(c_0n_ft_p\) of the remaining defects into D\(^-\), where they stay. After \(N\) pulses the signal falls roughly as \(e^{-Nc_0n_ft_p}\), so it halves after

\[
N_{1/2}\simeq\frac{\ln2}{c_0n_ft_p}.
\]

For 1 µs pulses this gives 175. Following the populations pulse by pulse, at uniform electron density and with 100 ms between pulses, gives 178. The averaging must be short, or the defects must be reset warm.

**Q.** I measure capacitance, not electrons. Does the factor of two survive?

**A.** Yes, for a dilute defect. Let \(x\) run from the junction into the semiconductor, \(W\) be the depletion width at rest and \(W_p\) that during the pulse. Within a distance \(L\) of the depletion edge, the defects stay filled because the Fermi level is less than 0.275 eV below the band. The emitting zone is therefore \(W_p-L<x<W-L\).

At fixed voltage, Poisson's equation fixes the moment \(\int_0^W x\rho\,dx\), where \(\rho\) is the charge density divided by \(q\). Holding \(n\) electrons per defect lowers \(\rho\) by \(nN_T\) in the emitting zone, and the edge must move outward by \(\delta W\) to compensate:

\[
N_dW\,\delta W=\tfrac12nN_T\left[(W-L)^2-(W_p-L)^2\right].
\]

Since \(C\propto1/W\), we have \(\delta C/C=-\delta W/W\), and so

\[
\frac{\delta C}{C}=-\frac{nN_T}{2N_d}G,\qquad
G=\frac{(W-L)^2-(W_p-L)^2}{W^2}.
\]

With 0.7 V built in, 5 V reverse bias and a filling pulse to zero bias, \(W=2.715\) µm, \(W_p=0.951\) µm and \(L=0.344\) µm. Hence \(G=(2.371^2-0.607^2)/2.715^2=0.713\). For \(n=2\) the initial step is \(-0.713\%\) of the final capacitance. Solving the Poisson condition without linearizing, with an abrupt edge, gives between \(-0.70\%\) and \(-0.72\%\), depending on how the borders and the net doping are treated. The tail of free electrons at the depletion edge raises the size of the step to about \(0.73\%\), so \(G\) is good to a few percent.

The signal measures the product \(nN_T\). To call the charge doubled you need \(N_T\) separately, for instance from the full amplitude of the cold transient, with \(G\) evaluated for each measurement. The height of the cold peak is not enough: the field varies across the emitting zone and spreads the release rates, which lowers that peak by roughly 20–35% in the example, depending on the model of field-assisted emission, without changing the total charge.

**Q.** Could recapture spoil the sequence?

**A.** If D\(^0\) recaptures at rate \(k\), it returns to D\(^-\) instead of finishing the discharge. For \(e_1\ll e_2+k\), its small population obeys \(e_1p_2\simeq(e_2+k)p_1\). Complete discharge proceeds at

\[
e_2p_1\simeq\frac{e_1e_2}{e_2+k}\,p_2.
\]

At the border of the emptied zone, \(k=c_0N_ce^{-(B_1+B_2)/2k_BT}\), so \(k/e_2=2(c_0/c_+)e^{-|U|/2k_BT}=1.8\times10^{-5}\). This return path is negligible. Refilling of D\(^+\) does matter at the border itself, where D\(^+\) and D\(^-\) are equally likely by definition, but it fades towards the junction as the free density falls.

**Q.** How close is this to a real defect and a real diode?

**A.** The parameters are rough, rounded values in the regime of interstitial boron in silicon, a known negative-U centre; the peak temperatures are results of the model. One assumption a diode clearly breaks is that of field-free emission. The field here reaches 0.042 MV/cm at the junction, but at most about 0.033 MV/cm where the defects emit, so the field shifts below, evaluated at the junction, are upper estimates. The first release leaves a neutral centre, so there is no long-range Coulomb attraction for the field to lower. The electron can still tunnel through the tip of the barrier: a triangular-barrier estimate with mass 0.19 doubles \(e_1\) at the junction field and moves the warm peak from 218 to 212 K. That estimate is one-dimensional and uses the lightest mass; averaged over emission directions the factor is about 1.3 and the peak lies near 216 K. The second release leaves a positive centre. With \(a=q/4\pi\varepsilon\), the potential energy \(-q(a/r+Fr)\) has its top at \(r=\sqrt{a/F}\), lowered by \(2q\sqrt{aF}=0.045\) eV. Applied in full, this moves the cold peak from 76.5 to 55 K. Tunnelling through the lowered barrier, left out here, adds a few kelvin to the shift, while averaging over directions and the weaker fields of the emitting zone reduce it. Weighted over that zone, the cold peak lies near 62–69 K, broadened by the range of fields. In the warm measurement it makes \(e_2\) faster still. The choice of mass can shift the warm peak by a similar amount to tunnelling: putting 0.19 or 0.98 into the thermal speed, at fixed cross-sections, places it at 217 or 224 K. These corrections move the peaks, and a spread of fields can also broaden and lower them, most strongly in the cold measurement. They leave two electrons per slow release as long as \(e_2\gg e_1\). The remaining values are in the numerical output.

## Table of computed values

```
Binding B1 (D-), B2 (D0): 0.40, 0.15 eV
U = B2 - B1: -0.25 eV; mean depth: 0.275 eV
Capture barrier of D0, D+: 0.05, 0.00 eV
Cross-section prefactor D0, D+: 1e-15, 1e-14 cm2
Mass for band density, speed: 1.08, 0.26 electron masses
Net doping, defect density: 1e+15, 1e+13 cm^-3
Sampling times: 10, 100 ms; window rate: 25.58 1/s
One-electron peak height: 0.6968 electrons per defect
Warm peak temperature, rate condition: 218.26 K
Warm peak temperature, simulated: 218.26 K
Warm peak height: 1.3937 electrons per defect
Warm height / one-electron height: 2.00000
Warm e1: 25.58 1/s; e2: 5.409e+08 1/s; e2/e1: 2.114e+07
Mean wait for first electron: 39.1 ms; then second: 1.85 ns
Amplitude correction e1/(e2-e1): 4.73e-08
Arrhenius energy from simulated peaks: 0.4500 eV
Peak with D+ cross-section / 10: 218.26 K
Peak with D0 cross-section / 10: 239.45 K
Positive U (bindings swapped): peaks at 103.5, 189.0 K
  charges: 1.000, 1.000 electrons
Negative U, D+ barrier 0.45 eV: peaks at 218.3, 275.2 K
  charges: 1.002, 1.004 electrons
D0 fraction at Fermi level = mean depth, warm: 1.30e-03
Recapture/second release at edge of emptied zone: 1.82e-05
Short, long pulse: 1 us, 10 ms
D- fraction after long warm pulse: 0.999919
Cold peak temperature of D0: 76.53 K
Cold free electrons / doping: 0.730
Cold D0, D- fractions after short pulse: 0.9961, 0.0039
Cold charge after short pulse: 0.9961 electrons
Cold charge after long pulse: 6.1e-18 electrons
Short pulses to halve cold peak: 178 simulated, 174.8 formula
Built-in, reverse voltage: 0.7, 5.0 V
Depletion width at rest, in pulse: 2.715, 0.951 um
Fermi depth: 0.184 eV; edge layer: 0.344 um
Geometry factor G: 0.713
Capacitance step, formula: -0.7128 %; Poisson: -0.7161 %
Largest field: 0.0420 MV/cm
Tunnelling factor on e1, full and half field: 2.02, 1.52
Warm peak with tunnelling at largest field: 212.3 K
Poole-Frenkel lowering for D0: 0.0455 eV
Cold peak with that lowering: 54.9 K
Warm peak for speed mass 0.19, 0.98: 216.9, 224.0 K
Hole emission prefactor (assumed): 1e+12 1/s; gap: 1.12 eV
Hole emission rate from D+, D0, warm: 4.0e-11, 2.4e-05 1/s
```
